# In-Plane Lattice Constant of a Free-Standing Si/Ge-Type (001) Superlattice: test program

```python
"""Common in-plane lattice constant of a free-standing (001) superlattice.

Result under test, for two coherent cubic layers A and B:
    a_par = sum(M*h*a) / sum(M*h),   M = C11 + C12 - 2*C12**2/C11
a: unstrained lattice constant, n: conventional cells per period,
h = n*a: unstrained thickness, M: biaxial modulus, C: elastic constants.
Energies belong to a column one conventional cell wide and one period high.
The formula is compared with a full numerical relaxation of the cell vectors.
Hartree atomic units; the layer parameters are round model values.
"""
import numpy as np
from scipy import constants
from scipy.optimize import least_squares, minimize_scalar

names = ("A", "B")
a = np.array([10.0, 10.4])
n = np.array([4, 6])
C11 = np.array([5.0, 4.0]) * 1e-3
C12 = np.array([2.0, 1.0]) * 1e-3
C44 = np.array([3.0, 2.5]) * 1e-3


def stiffness(c11, c12, c44):
    """Cubic 6x6 stiffness matrix for engineering shear strains."""
    matrix = np.diag([c11 - c12] * 3 + [c44] * 3)
    matrix[:3, :3] += c12
    return matrix


C = [stiffness(*values) for values in zip(C11, C12, C44)]


def layer_strain(x, i, lattice, finite):
    """Strain of layer i: shared in-plane vectors, own third vector."""
    tx, ty, tz = x[3 + 3 * i:6 + 3 * i]
    cell = np.array([[x[0], x[1], tx], [0, x[2], ty], [0, 0, tz]])
    F = cell / lattice[i]
    if finite:
        e = (F.T @ F - np.eye(3)) / 2
    else:
        e = (F + F.T) / 2 - np.eye(3)
    return np.array([e[0, 0], e[1, 1], e[2, 2],
                     2 * e[1, 2], 2 * e[0, 2], 2 * e[0, 1]])


def relax(lattice, finite=False):
    """Minimize the elastic energy, written as half a sum of squares."""
    roots = [np.sqrt(n[i] * lattice[i]**3) * np.linalg.cholesky(C[i]).T
             for i in range(2)]

    def residuals(x):
        return np.concatenate([roots[i] @ layer_strain(x, i, lattice, finite)
                               for i in range(2)])

    start = [10.5, 0.3, 9.8, 0.2, -0.1, 10.0, -0.2, 0.1, 10.1]
    fit = least_squares(residuals, start, jac="3-point",
                        ftol=1e-15, xtol=1e-15, gtol=1e-15)
    assert fit.success
    return fit.x, fit.cost


M = C11 + C12 - 2 * C12**2 / C11


def weighted_mean(lattice):
    weight = M * n * lattice
    return np.sum(weight * lattice) / np.sum(weight)


def equal_area_minimum(lattice):
    """Minimize the energy counted per equal unstrained area."""
    def energy(x):
        return np.sum(M * n * lattice * ((x - lattice) / lattice)**2)
    return minimize_scalar(energy, bounds=(lattice[0], lattice[1]),
                           method="bounded", options={"xatol": 1e-9}).x


# Biaxial modulus against the inverted stiffness matrix
for i in range(2):
    S = np.linalg.inv(C[i])
    assert abs(M[i] * (S[0, 0] + S[0, 1]) - 1) < 1e-12

# Closed formulas
h = n * a
K = M * h
a_par = weighted_mean(a)
strain = (a_par - a) / a
strain_z = -2 * C12 / C11 * strain
height = a * (1 + strain_z)
stress = M * strain
E_min = K[0] * K[1] / K.sum() * (a[1] - a[0])**2

# Full relaxation: lattice constant, square shape, no tilt, heights, energy
x, E_relaxed = relax(a)
assert abs(x[0] - a_par) < 1e-6 and abs(x[2] - a_par) < 1e-6
assert np.max(np.abs(x[[1, 3, 4, 6, 7]])) < 1e-6
assert np.max(np.abs(x[[5, 8]] - height)) < 1e-6
assert abs(E_relaxed / E_min - 1) < 1e-8

# Stresses from the relaxed cell, and balance of in-plane forces
sigma = np.array([C[i] @ layer_strain(x, i, a, False) for i in range(2)])
assert np.max(np.abs(sigma[:, 0] - stress)) < 1e-8
assert np.max(np.abs(sigma[:, 2])) < 1e-8
force = a * h * sigma[:, 0]
assert abs(force.sum()) < 1e-5 * abs(force[0])

# Equal-area counting, compared with its closed formula
a_area = equal_area_minimum(a)
assert abs(a_area - np.sum(K / a) / np.sum(K / a**2)) < 1e-5

# Finite strain, and second-order scaling of both shifts
x_finite, _ = relax(a, finite=True)
a_finite = x_finite[0]
shifts = []
for misfit in (0.02, 0.01):
    lattice = np.array([10.0, 10.0 * (1 + misfit)])
    mean = weighted_mean(lattice)
    shifts.append([equal_area_minimum(lattice) - mean,
                   relax(lattice, finite=True)[0][0] - mean])
ratios = np.array(shifts[0]) / np.array(shifts[1])
assert np.all(np.abs(ratios - 4) < 0.1)

a_thickness = np.sum(h * a) / h.sum()
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10

for i, name in enumerate(names):
    print(f"Layer {name}: lattice constant = {a[i]:.4f} bohr")
    print(f"Layer {name}: conventional cells = {n[i]}")
    print(f"Layer {name}: C11, C12, C44 = {C11[i]*1e3:.2f}, "
          f"{C12[i]*1e3:.2f}, {C44[i]*1e3:.2f} 1e-3 hartree/bohr^3")
    print(f"Layer {name}: biaxial modulus M = {M[i]*1e3:.4f} "
          "1e-3 hartree/bohr^3")
    print(f"Layer {name}: unstrained thickness h = {h[i]:.4f} bohr")
    print(f"Layer {name}: weight M*h = {K[i]:.5f} hartree/bohr^2")
    print(f"Layer {name}: normalized weight = {K[i]/K.sum():.5f}")
    print(f"Layer {name}: in-plane strain = {strain[i]*100:.4f} percent")
    print(f"Layer {name}: normal strain = {strain_z[i]*100:.4f} percent")
    print(f"Layer {name}: in-plane stress = {stress[i]*1e4:.4f} "
          "1e-4 hartree/bohr^3")
    print(f"Layer {name}: in-plane force a*h*stress = {force[i]:.5f} "
          "hartree/bohr")
    print(f"Layer {name}: relaxed cell height = {height[i]:.5f} bohr")
print(f"Common lattice constant, formula = {a_par:.5f} bohr")
print(f"Common lattice constant, formula = {a_par*angstrom:.4f} angstrom")
print(f"Common lattice constant, full relaxation = {x[0]:.5f} bohr")
print(f"Mean weighted by thickness alone = {a_thickness:.5f} bohr")
print(f"Minimum for equal-area counting = {a_area:.5f} bohr")
print(f"Minimum for finite strain = {a_finite:.5f} bohr")
print(f"Equal-area shift = {a_area-a_par:.5f} bohr")
print(f"Finite-strain shift = {a_finite-a_par:.5f} bohr")
print(f"Shift ratio, misfit 2 to 1 percent, equal area = {ratios[0]:.3f}")
print(f"Shift ratio, misfit 2 to 1 percent, finite strain = {ratios[1]:.3f}")
print(f"Relaxed superlattice period = {np.sum(n*height):.4f} bohr")
print(f"Stored energy per column, formula = {E_min*1e3:.4f} millihartree")
print(f"Stored energy per column, relaxation = {E_relaxed*1e3:.4f} "
      "millihartree")
print("all good")
```

It prints:

```
Layer A: lattice constant = 10.0000 bohr
Layer A: conventional cells = 4
Layer A: C11, C12, C44 = 5.00, 2.00, 3.00 1e-3 hartree/bohr^3
Layer A: biaxial modulus M = 5.4000 1e-3 hartree/bohr^3
Layer A: unstrained thickness h = 40.0000 bohr
Layer A: weight M*h = 0.21600 hartree/bohr^2
Layer A: normalized weight = 0.43478
Layer A: in-plane strain = 2.2609 percent
Layer A: normal strain = -1.8087 percent
Layer A: in-plane stress = 1.2209 1e-4 hartree/bohr^3
Layer A: in-plane force a*h*stress = 0.04883 hartree/bohr
Layer A: relaxed cell height = 9.81913 bohr
Layer B: lattice constant = 10.4000 bohr
Layer B: conventional cells = 6
Layer B: C11, C12, C44 = 4.00, 1.00, 2.50 1e-3 hartree/bohr^3
Layer B: biaxial modulus M = 4.5000 1e-3 hartree/bohr^3
Layer B: unstrained thickness h = 62.4000 bohr
Layer B: weight M*h = 0.28080 hartree/bohr^2
Layer B: normalized weight = 0.56522
Layer B: in-plane strain = -1.6722 percent
Layer B: normal strain = 0.8361 percent
Layer B: in-plane stress = -0.7525 1e-4 hartree/bohr^3
Layer B: in-plane force a*h*stress = -0.04883 hartree/bohr
Layer B: relaxed cell height = 10.48696 bohr
Common lattice constant, formula = 10.22609 bohr
Common lattice constant, formula = 5.4114 angstrom
Common lattice constant, full relaxation = 10.22609 bohr
Mean weighted by thickness alone = 10.24375 bohr
Minimum for equal-area counting = 10.21834 bohr
Minimum for finite strain = 10.22028 bohr
Equal-area shift = -0.00775 bohr
Finite-strain shift = -0.00581 bohr
Shift ratio, misfit 2 to 1 percent, equal area = 3.980
Shift ratio, misfit 2 to 1 percent, finite strain = 3.979
Relaxed superlattice period = 102.1983 bohr
Stored energy per column, formula = 19.5339 millihartree
Stored energy per column, relaxation = 19.5339 millihartree
all good
```
